Mean radius and mean inverse radius of the Dirac 1S state

PROBLEM

An electron of mass m moves in the Coulomb field of a fixed point nucleus of charge Z. In units with ħ = c = 1 its Dirac Hamiltonian is

H = α·p + βm − Zα/r.

The symbol α has two meanings here: in α·p it stands for the three Dirac matrices, and in Zα it is the fine-structure constant. Write

z = Zα, γ = √(1 − z²), 0 < z < 1.

(a) Reduce the Dirac equation for the 1S state to two radial equations and solve them.

(b) Show that ⟨r⟩ = (2γ + 1)/(2Zαm) and ⟨1/r⟩ = Zαm/γ.

(c) Confirm the second result from the energy alone, without using the wave function.

(d) By what fraction is ⟨r⟩ smaller than its Schrödinger value? Examine small z and z → 1, and evaluate the fraction for a one-electron ion with Z = 80.

(e) Which feature of the wave function causes the contraction? Do the most probable radius and 1/⟨1/r⟩ shrink by the same fraction?


SOLUTION

(a) The radial equations and their solution

Split the four-component wave function into an upper part φ and a lower part η, each with two components. In the standard representation of the Dirac matrices, Hψ = Eψ reads

σ·p φ = (E + m + z/r) η,
σ·p η = (E − m + z/r) φ.

The 1S state has total angular momentum 1/2 and a spherically symmetric upper part. With a constant two-component spinor χ and the unit vector n that points from the nucleus to the electron, we therefore set

φ = (P/r) χ, η = −i (Q/r) (σ·n) χ,

where P and Q are real functions of r. The factor −i makes the radial equations real.

For the first equation we need σ·p acting on a radial function f(r). Since p = −i∇ and ∇f = f′n,

σ·p (fχ) = −i f′ (σ·n) χ.

With f = P/r we have f′ = (P′ − P/r)/r. Both sides of the first equation now carry the factor −i(σ·n)χ/r, and dividing by it gives

P′ − P/r = (E + m + z/r) Q. (1)

For the second equation we use (σ·a)(σ·b) = a·b + iσ·(a×b). Applied to the gradient and the radial vector field g(r)n, it gives

σ·p [g (σ·n) χ] = −i [∇·(gn) + iσ·(∇×(gn))] χ = −i (g′ + 2g/r) χ,

because a radial field has no curl. With g = Q/r,

g′ + 2g/r = Q′/r − Q/r² + 2Q/r² = (Q′ + Q/r)/r.

The prefactor −i in η and the −i from p multiply to −1, so that

−Q′ − Q/r = (E − m + z/r) P. (2)

Because (σ·n)² = 1, the probability density is ψ†ψ = (P² + Q²) χ†χ/r². Choosing χ†χ = 1/(4π) and integrating over angles gives the normalization

∫₀^∞ (P² + Q²) dr = 1.

Thus P² + Q² is the probability per unit radius, and the mean of any function of r is its integral weighted with P² + Q².

For a state without radial nodes we try

P = N r^s e^(−λr), Q = qP,

with constants s, λ and q. Then P′ = (s/r − λ)P. Dividing (1) and (2) by P gives

s/r − λ − 1/r = (E + m)q + zq/r,
−qs/r + qλ − q/r = E − m + z/r.

These must hold at every r, so the terms in 1/r and the constant terms must match separately:

s − 1 = zq, (3)
−λ = (E + m)q, (4)
−q(s + 1) = z, (5)
qλ = E − m. (6)

Multiply (3) by s + 1 and use (5):

s² − 1 = zq(s + 1) = −z², hence s = ±√(1 − z²) = ±γ.

Next, put λ from (4) into (6). This gives −(E + m)q² = E − m, or

E = m(1 − q²)/(1 + q²).

Equation (3) gives q = −(1 − s)/z, and z² = 1 − s² = (1 − s)(1 + s). Therefore

q² = (1 − s)²/z² = (1 − s)/(1 + s).

It follows that 1 − q² = 2s/(1 + s) and 1 + q² = 2/(1 + s), so

E = ms.

Equation (4) then becomes λ = −m(1 + s)q, and by (5) this is λ = mz for either sign of s.

The exponential decays for both roots, so the choice between them must be made at the origin. For s = −γ the radial density behaves as r^(−2γ). The integral of r^(−2γ)/r diverges at r = 0 for every γ > 0, so the mean Coulomb energy would be infinite. If γ ≥ 1/2, as at Z = 80, the state cannot even be normalized. We require a finite mean Coulomb energy and keep s = +γ:

P = N r^γ e^(−λr), Q = −[z/(1 + γ)] P, λ = Zαm, E = mγ. (7)

For z → 0 we get γ → 1 and Q/P → 0, and P takes the form r e^(−λr) of the Schrödinger 1s function. This identifies the solution as the 1S state.


(b) The two mean values

Since Q is a constant multiple of P, the radial density has a single shape:

P² + Q² = N²(1 + q²) r^(2γ) e^(−2λr).

The constant in front cancels in every mean value. Define

I(a) = ∫₀^∞ r^a e^(−2λr) dr, a > −1.

Integration by parts relates neighbouring powers:

I(a + 1) = [−r^(a+1) e^(−2λr)/(2λ)]₀^∞ + [(a + 1)/(2λ)] ∫₀^∞ r^a e^(−2λr) dr.

The boundary term vanishes at infinity because of the exponential, and at zero because a + 1 > 0. Hence

I(a + 1) = [(a + 1)/(2λ)] I(a). (8)

The mean radius follows with a = 2γ:

⟨r⟩ = I(2γ + 1)/I(2γ) = (2γ + 1)/(2λ) = (2γ + 1)/(2Zαm).

For the mean inverse radius take a = 2γ − 1, which exceeds −1 because γ > 0. Equation (8) then reads I(2γ) = [2γ/(2λ)] I(2γ − 1), and

⟨1/r⟩ = I(2γ − 1)/I(2γ) = 2λ/(2γ) = Zαm/γ.

These are the two results to be shown.


(c) The mean inverse radius from the energy

Let ψ be the normalized 1S state, which depends on z. Differentiate E = ⟨ψ|H|ψ⟩ with respect to z at fixed m. The terms in which the derivative acts on ψ combine, through Hψ = Eψ, into

E d⟨ψ|ψ⟩/dz = 0,

since the norm stays equal to one. What remains is the explicit dependence of H on z, which sits in the term −z/r:

dE/dz = ⟨∂H/∂z⟩ = −⟨1/r⟩.

This is the Hellmann–Feynman theorem. With E = m√(1 − z²),

dE/dz = −mz/√(1 − z²) = −mz/γ,

so ⟨1/r⟩ = Zαm/γ, as before. The mean radius cannot be found in this way from E(z), because H contains no term proportional to r.


(d) The contraction of the mean radius

The Schrödinger reference is the function u = N r e^(−λr) for the same m and z. From u′ = (1/r − λ)u we get

u″ = [(1/r − λ)² − 1/r²] u = (λ² − 2λ/r) u.

The equation −u″/(2m) − zu/r = εu then requires λ = mz and ε = −λ²/(2m). The decay constant is the same as in (7). The density is proportional to r² e^(−2λr), and (8) gives

⟨r⟩_S = I(3)/I(2) = 3/(2λ), ⟨1/r⟩_S = I(1)/I(2) = λ.

The ratio of the mean radii is therefore (2γ + 1)/3, and the fractional contraction, relative to the Schrödinger value, is

C = 1 − (2γ + 1)/3 = 2(1 − γ)/3.

Small z. The identity (1 − γ)(1 + γ) = z² turns this into

C = 2z²/[3(1 + γ)].

For z → 0 the sum 1 + γ tends to 2, so C ≈ z²/3 to leading order. Since 1 + γ < 2 for z > 0, the leading term lies below the full value.

Limit z → 1. Here γ → 0, so C tends to 2/3 and the mean radius tends to 1/(2m), half a reduced Compton length. The mean radius stays finite, but ⟨1/r⟩ = mz/γ grows without bound, because the integrand r^(2γ−1) approaches the non-integrable 1/r at the origin. The two moments thus respond very differently to a strong field. Beyond z = 1 the exponent γ is imaginary and the solution (7) no longer applies. A nucleus of finite size removes the singularity of the potential and with it the divergence of ⟨1/r⟩, which belongs to the point-nucleus model. The limits 1/(2m) and 2/3 belong to that model too: for a uniformly charged sphere of radius 0.008 pm at z = 1, ⟨r⟩ is about 0.79/m and ⟨1/r⟩ about 2.8 m.

The ion with Z = 80. The coupling and the exponent are

z = 80 × 0.007297353 = 0.583788,
γ = √(1 − 0.340809) = 0.811906.

The mean radius in units of the reduced Compton length 1/m is

⟨r⟩ = (2 × 0.811906 + 1)/(2 × 0.583788) = 2.623812/1.167576 = 2.24723.

With 1/m = 0.386159 pm this is

⟨r⟩ = 2.24723 × 0.386159 pm = 0.868 pm.

The Schrödinger value is 1.5/0.583788 = 2.56942 in the same unit, or 0.992 pm. The contraction is

C = 2 × (1 − 0.811906)/3 = 0.1254,

that is, 12.5 percent.

The leading-order estimate is z²/3 = 0.340809/3, or 11.4 percent. It falls short of the full result by about 9 percent of that result, in line with the factor (1 + γ)/2 = 0.906 between the two expressions.

The mean inverse radius is

⟨1/r⟩ = 0.583788 m/0.811906 = 0.71903 m = 1.862 pm⁻¹,

compared with 1.512 pm⁻¹ in the Schrödinger case. It rises by the fraction 1/γ − 1, which is 23.2 percent.

An independent calculation supports these numbers. The Dirac and Schrödinger radial Hamiltonians were diagonalized in a basis of Gaussian functions, which contains neither the power r^γ nor the exponential e^(−λr). The lowest Dirac level above the negative-energy continuum has E/m = 0.811906, equal to γ to the digits shown. The two mean radii from the diagonalizations give a contraction of 12.540 percent, the same as the formula. The numerical output lists the values side by side.

The model leaves out the finite size and the recoil of the nucleus, and radiative corrections. The nuclear radius is roughly 0.007 pm, about a hundredth of ⟨r⟩, so a point nucleus is a reasonable start here. For a uniformly charged sphere of that radius, ⟨r⟩ grows by about 0.07 percent, which leaves 0.868 pm and 12.5 percent unchanged. The mean inverse radius is more sensitive: it falls by about 0.2 percent, to 1.859 pm⁻¹, and its rise over the Schrödinger value becomes about 23 percent. The further digits of the output serve to compare formula with diagonalization; they are not a prediction for a real ion at that precision.


(e) The origin of the contraction

The decay constant is not the cause. From (7),

m² − E² = m²(1 − γ²) = m²z² = λ²,

and the Schrödinger function has the same λ. What differs is the power of r. Normalize both radial densities to one and call them D (Dirac) and D_S (Schrödinger). Their ratio is

D/D_S = constant × r^(2γ)/r² = constant × r^(−2(1−γ)).

This falls steadily from infinity at r = 0 to zero at large r, so the densities cross at one radius r₀. Inside r₀ the Dirac density is larger, and outside it is smaller. The product (r − r₀)(D − D_S) is therefore negative for all r > 0 except at r₀, and

∫₀^∞ (r − r₀)(D − D_S) dr < 0.

The term with r₀ drops out because both densities have the same norm. What is left is ⟨r⟩ < ⟨r⟩_S. The contraction is a transfer of probability from outside r₀ to inside it, while the decay constant of the exponential stays the same.

The small component does not give the density a new shape, since Q is proportional to P. Its weight in the norm is

q²/(1 + q²) = [(1 − γ)/(1 + γ)] × [(1 + γ)/2] = (1 − γ)/2,

which is 0.094 at Z = 80. If Q were dropped from (7) and P normalized again, every radial mean would stay the same. The small component matters all the same, because the potential acts on it too. This is the term zQ/r in (1), and it changes the power of r in P from 1 to γ. Without it, (3) would read s − 1 = 0 and the power would stay at 1. The state would still not be the Schrödinger one: (5) would give q = −z/2, and (4) and (6) would then give λ = mz/(1 + z²/4), so at Z = 80 the mean radius 3/(2λ) would be 1.077 pm, 8.5 percent larger than ⟨r⟩_S. The same term thus lowers the power to γ and also keeps the decay constant at mz.

Now consider the other two measures of size. The most probable radius is where the density r^(2γ) e^(−2λr) has its maximum. Setting the derivative of its logarithm to zero gives

2γ/r − 2λ = 0, hence r_max = γ/λ.

The second derivative of the logarithm, −2γ/r², is negative, so this is a maximum. The inverse of ⟨1/r⟩ has the same value, γ/λ. In the Schrödinger case both lengths are 1/λ. Each therefore shrinks by the fraction 1 − γ, which is 18.8 percent at Z = 80 and larger than the contraction of ⟨r⟩.

The difference has a simple origin. Write the mean radius as

⟨r⟩ = (γ + 1/2)/λ.

Going from the Schrödinger to the Dirac state replaces 1 by γ, both here and in r_max. Both lengths thus move inward by the same distance, (1 − γ)/λ. At Z = 80, with 1/λ = 0.66147 pm, this distance is

0.188094 × 0.66147 pm = 0.124 pm.

For the most probable radius it is taken from 0.661 pm and leaves 0.537 pm. For the mean radius it is taken from 0.992 pm and leaves 0.868 pm. The same shift is a smaller fraction of the larger length, by the factor 2/3.

This also shows how far an estimate from the Bohr model can be trusted. In the Bohr picture the electron has speed v = Zα, so its Lorentz factor is 1/√(1 − z²) = 1/γ. Replacing m by m/γ in the Bohr radius 1/(Zαm) gives γ/(Zαm). That agrees with r_max and with 1/⟨1/r⟩ of the Dirac state. If the whole state were simply rescaled, however, ⟨r⟩ would also shrink by 18.8 percent and the decay constant would grow to λ/γ. Neither happens: ⟨r⟩ shrinks by 12.5 percent and λ keeps its value. A statement about relativistic contraction must therefore name the length it refers to.

Numbers as computed

```
Nuclear charge Z: 80
Fine-structure constant alpha: 0.007297353
Reduced Compton length 1/m: 0.386159 pm
Z alpha: 0.583788
(Z alpha)^2: 0.340809
gamma: 0.811906
Length 1/(Z alpha m): 0.66147 pm
Dirac <r>, formula: 2.24723 /m
Dirac <r>, diagonalization: 2.24723 /m
Schroedinger <r>, formula: 2.56942 /m
Schroedinger <r>, diagonalization: 2.56943 /m
Dirac <r>: 0.86779 pm
Schroedinger <r>: 0.99221 pm
Ratio of mean radii (2 gamma + 1)/3: 0.874604
Contraction of <r>, formula: 12.540 percent
Contraction of <r>, diagonalization: 12.540 percent
Leading-order contraction (Z alpha)^2/3: 11.360 percent
Dirac <1/r>, formula: 0.71903 m
Dirac <1/r>, diagonalization: 0.71903 m
Dirac <1/r>: 1.86201 pm^-1
Schroedinger <1/r>: 1.51178 pm^-1
Increase of <1/r>: 23.167 percent
Dirac most probable radius, formula: 0.5371 pm
Dirac most probable radius, diagonalization: 0.5370 pm
Contraction of most probable radius: 18.809 percent
Small-component weight, formula: 0.09405
Small-component weight, diagonalization: 0.09405
Dirac energy E/m, diagonalization: 0.811906
```
